# Norms, oscillator strengths and intensity zeros of multichannel bound states

## 1. What has to be decided

Anyone computing line strengths in a perturbed Rydberg series must choose how to normalise the upper state. Three choices suggest themselves: divide by $\nu^3$ as in an unperturbed series, use a multichannel norm with a constant reaction matrix $K$, or include $dK/dE$ as well. A second decision concerns a line that comes out almost dark: is its small strength a reliable prediction?

Both answers follow from the norm integral and the dipole amplitude. For two coupled channels that both have a dipole amplitude, the strengths, corrected for the norm, follow a continuous function of energy that can pass through zero within the series; the distance of this zero from the perturber depends on the coupling and on the dipoles. A discrete line is completely dark only if a level lies at that energy; otherwise the lines near it keep some strength.

## 2. Channels and conventions

Hartree atomic units are used. An electron moves outside a core with orthonormal states $i$ of energy $I_i$. The radial functions form a real vector $F(r)$ obeying

$$-\tfrac12F''+VF=EF .$$

The real symmetric matrix $V$ is independent of energy and contains the thresholds $I_i$ and the centrifugal terms. Beyond $r_0$ it is diagonal, with the attraction $-1/r$ in each channel. All channels are closed:

$$E=I_i-\frac{1}{2\nu_i^2},\qquad \frac{d\nu_i}{dE}=\nu_i^3,\qquad \beta_i=\pi(\nu_i-l_i),\qquad \nu_i>l_i .$$

The last condition keeps the energy-normalised Coulomb functions $f_i,g_i$ real. With $u_i$ growing and $v_i$ decaying at large $r$,

$$f_i\simeq\sin\beta_i\,u_i-\cos\beta_i\,v_i,\qquad g_i\simeq-\cos\beta_i\,u_i-\sin\beta_i\,v_i .$$

The Wronskian of two vectors is $W(A,B)=\sum_i(A_iB_i'-A_i'B_i)$, where a prime on a radial function means $d/dr$. The normalisation is $W(f_i,g_i)=2/\pi$.

The solutions regular at the origin are the columns of a matrix $M$, chosen so that

$$M_{ij}=f_i\delta_{ij}-g_iK_{ij}\qquad(r\ge r_0).$$

This defines the real symmetric matrix $K(E)$. We work away from its poles, where another choice of basis would be needed.

A bound state is $F=Ma$. Outside, $F_i=f_ia_i-g_i(Ka)_i$, and its growing part is $[\sin\beta_i\,a_i+\cos\beta_i(Ka)_i]u_i$. It must vanish in every channel. Dividing by $\cos\beta_i$ gives

$$(\tan\beta+K)\,a=0. \tag{1}$$

If $\cos\beta_i=0$, then $a_i=0$ and the ratio $a_i/\cos\beta_i$ is to be taken as a limit.

## 3. The norm integral

Let a dot denote $\partial/\partial E$. Inside $r_0$, continue the bound solution in energy as $F(E)=M(E)a$, with $a$ held at its bound-state value. This family stays regular at the origin but decays only at the level $E_n$. Differentiating the radial equation gives

$$-\tfrac12\dot F''+V\dot F=E\dot F+F .$$

Multiply this by $F^T$ from the left, multiply the original equation by $\dot F^T$, and subtract. The potential terms cancel because $V$ is symmetric:

$$F^TF=-\tfrac12\left(F^T\dot F''-\dot F^TF''\right)=-\tfrac12\frac{d}{dr}W(F,\dot F).$$

Both functions vanish regularly at the origin, so

$$\int_0^{r_0}F^TF\,dr=-\tfrac12W(F,\dot F)\big|_{r_0}. \tag{2}$$

Outside, use a family that decays at every energy. The asymptotic forms give $f_i\cos\beta_i+g_i\sin\beta_i\simeq-v_i$, so a suitable choice is

$$G_i(E)=a_i\left[f_i+\tan\beta_i(E)\,g_i\right].$$

At $E_n$, equation (1) gives $(Ka)_i=-\tan\beta_i\,a_i$, and hence $G=F$. The same identity applies from $r_0$ to infinity. The upper limit now contributes nothing, and the lower limit enters with the opposite sign:

$$\int_{r_0}^{\infty}F^TF\,dr=+\tfrac12W(G,\dot G)\big|_{r_0}. \tag{3}$$

Since $G=F$ at $E_n$, the sum of (2) and (3) is $\tfrac12W(F,\dot G-\dot F)$. The two derivatives are

$$\dot G_i=a_i\dot f_i+a_i\tan\beta_i\,\dot g_i+a_i\frac{d\tan\beta_i}{dE}g_i,$$

$$\dot F_i=a_i\dot f_i-(Ka)_i\dot g_i-\left(\frac{dK}{dE}a\right)_ig_i .$$

By (1), $-(Ka)_i\dot g_i=a_i\tan\beta_i\,\dot g_i$. All derivatives of Coulomb functions therefore cancel in the difference, leaving

$$\dot G_i-\dot F_i=g_i\left[a_i\frac{d\tan\beta_i}{dE}+\left(\frac{dK}{dE}a\right)_i\right].$$

Finally, $W(F_i,g_i)=a_iW(f_i,g_i)=2a_i/\pi$, because $W(g_i,g_i)=0$. The norm is

$$N^2=\int_0^\infty F^TF\,dr=\frac1\pi\,a^T\frac{d(\tan\beta+K)}{dE}\,a .$$

With $d\tan\beta_i/dE=\pi\nu_i^3/\cos^2\beta_i$,

$$\boxed{N^2=\sum_i\frac{\nu_i^3a_i^2}{\cos^2\beta_i}+\frac1\pi a^T\frac{dK}{dE}a}. \tag{4}$$

Nothing has been assumed about the size of $r_0$ or about slow variation of $K$.

**One-channel check.** Put $K=\tan\pi\mu$ and $a=1$. Equation (1) gives $\tan\beta=-\tan\pi\mu$, so $\cos^2\beta=\cos^2\pi\mu$ and

$$N^2=\frac{\nu^3+d\mu/dE}{\cos^2\pi\mu}.$$

For hydrogen $\mu=0$ and $N^2=n^3$, the usual ratio between energy-normalised and unit-normalised densities.

## 4. The eigenchannel form

Diagonalise $K=UTU^T$ with $T_{\alpha\alpha}=\tan\pi\mu_\alpha$, and define amplitudes $A_\alpha$ by

$$a_i=\sum_\alpha U_{i\alpha}\cos(\pi\mu_\alpha)A_\alpha,\qquad (Ka)_i=\sum_\alpha U_{i\alpha}\sin(\pi\mu_\alpha)A_\alpha .$$

The second relation follows from the first because $\tan\cdot\cos=\sin$. The first sum in (4) needs $a_i/\cos\beta_i$. Expanding the cosine of a sum and using (1),

$$\sum_\alpha U_{i\alpha}\cos(\beta_i+\pi\mu_\alpha)A_\alpha=\cos\beta_i\,a_i-\sin\beta_i(Ka)_i=a_i\left(\cos\beta_i+\frac{\sin^2\beta_i}{\cos\beta_i}\right)=\frac{a_i}{\cos\beta_i}.$$

For the second term, let $\Omega=U^T(dU/dE)$. Differentiating $U^TU=1$ shows that $\Omega^T=-\Omega$. Therefore

$$U^T\frac{dK}{dE}U=\frac{dT}{dE}+\Omega T-T\Omega .$$

Between the factors $\cos(\pi\mu_\alpha)A_\alpha$, the diagonal part becomes $\pi(d\mu_\alpha/dE)A_\alpha^2$. The rest uses

$$\cos\pi\mu_\alpha\cos\pi\mu_\beta\,(\tan\pi\mu_\beta-\tan\pi\mu_\alpha)=\sin\pi(\mu_\beta-\mu_\alpha).$$

Hence

$$\begin{aligned}N^2={}&\sum_i\nu_i^3\Big[\sum_\alpha U_{i\alpha}\cos(\beta_i+\pi\mu_\alpha)A_\alpha\Big]^2+\sum_\alpha\frac{d\mu_\alpha}{dE}A_\alpha^2\\&+\frac1\pi\sum_{\alpha\beta}\Omega_{\alpha\beta}\sin\pi(\mu_\beta-\mu_\alpha)A_\alpha A_\beta .\end{aligned}\tag{5}$$

The last term comes from rotation of the eigenchannels with energy. It belongs to the same order in $dK/dE$ as the $d\mu_\alpha/dE$ term, so a norm correct to that order needs both; keeping only one leaves an error of the same order, whose size varies from level to level.

## 5. Oscillator strengths

Let the initial state have energy $E_0$ and unit norm. Let $d_i$ be its real dipole integral with column $i$ of $M$, angular factor included. The eigenchannel dipoles are

$$D_\alpha=\sum_i d_iU_{i\alpha}\cos\pi\mu_\alpha ,$$

so that $d\cdot a=\sum_\alpha D_\alpha A_\alpha$. Dividing by the norm gives, for polarisation along $z$,

$$f_n=\frac{2(E_n-E_0)\left(\sum_\alpha D_\alpha A_\alpha\right)^2}{N^2}. \tag{6}$$

The common scale of $A$ cancels. The separate integrals $d_i$ contain closed-channel functions growing roughly as $e^{r/\nu_i}$. They exist if the initial state decays faster than this in each channel, which a compact, deeply bound state does.

## 6. Eliminating the perturber

Let channel 1 carry the Rydberg series and channel 2 the perturber. Define $x=\tan\beta_2+K_{22}$. The second row of (1) gives $a_2=-K_{12}a_1/x$. Insert this into the first row and into the dipole amplitude:

$$\tan\beta_1=-K_{\rm eff},\qquad K_{\rm eff}=K_{11}-\frac{K_{12}^2}{x},\qquad d\cdot a=a_1\left(d_1-\frac{d_2K_{12}}{x}\right).$$

The norm reduces in the same way. Substituting $a_2$,

$$a^T\frac{d(\tan\beta+K)}{dE}a=a_1^2\left[\frac{d(\tan\beta_1+K_{11})}{dE}-\frac{2K_{12}}{x}\frac{dK_{12}}{dE}+\frac{K_{12}^2}{x^2}\frac{dx}{dE}\right].$$

The last two terms are the derivative of $-K_{12}^2/x$, so the bracket is $d(\tan\beta_1+K_{\rm eff})/dE$. Write $K_{\rm eff}=\tan\pi\mu_{\rm eff}$. Since $1+\tan^2\beta_1=1+K_{\rm eff}^2$ at a level,

$$N^2=a_1^2(1+K_{\rm eff}^2)\left(\nu_1^3+\frac{d\mu_{\rm eff}}{dE}\right). \tag{7}$$

This shows when an energy derivative matters. If the perturber is kept as a channel, its weight sits in the $\nu_2^3$ term of (4), and $dK/dE$ describes only the remaining short-range variation. If it is eliminated, the same weight appears as $d\mu_{\rm eff}/dE$, which can be comparable with $\nu_1^3$.

## 7. The profile and its zero

Equations (6) and (7) define a reduced strength:

$$R_n\equiv f_n\left(\nu_1^3+\frac{d\mu_{\rm eff}}{dE}\right)=2(E_n-E_0)\frac{(d_1x-d_2K_{12})^2}{x^2+(K_{11}x-K_{12}^2)^2}.$$

To complete the square in the denominator, set

$$\gamma=\frac{K_{12}^2}{1+K_{11}^2},\qquad x_r=K_{11}\gamma,\qquad \epsilon=\frac{x-x_r}{\gamma}.$$

The denominator is $(1+K_{11}^2)x^2-2K_{11}K_{12}^2x+K_{12}^4$, which equals $(1+K_{11}^2)\gamma^2(1+\epsilon^2)$. For the constant term, note that $x_r^2+\gamma^2=\gamma^2(1+K_{11}^2)=K_{12}^4/(1+K_{11}^2)$. The numerator is $d_1^2\gamma^2(\epsilon+q)^2$, with

$$q=\frac{x_r-K_{12}d_2/d_1}{\gamma}=K_{11}-\frac{d_2}{d_1}\frac{1+K_{11}^2}{K_{12}}.$$

Thus

$$\boxed{R_n=\frac{2(E_n-E_0)d_1^2}{1+K_{11}^2}\,\frac{(\epsilon+q)^2}{1+\epsilon^2}}. \tag{8}$$

This is a Fano profile sampled at the bound levels. Its zero lies at

$$\epsilon=-q,\qquad x=K_{12}\frac{d_2}{d_1}. \tag{9}$$

Physically, the direct amplitude into the Rydberg channel cancels the amplitude that enters through the perturber. If $K$ and $d$ are constant, $\tan\beta_2$ takes every real value once per unit of $\nu_2$, and there is one zero in each complete interval of this kind. The bound series ends at the lower threshold, however, so the last interval may be cut off before its zero is reached. When $x$ rises with energy, negative $q$ puts the zero above the profile centre $\epsilon=0$, and positive $q$ puts it below.

Several limits show what the zero depends on.

- **Weak coupling.** As $K_{12}\to0$ with $d_2/d_1\ne0$, the width in $x$ falls as $K_{12}^2$, while the distance of the zero from $x=0$ falls as $K_{12}$. The zero is then many widths from the centre. At $K_{12}=0$ the common factor $x^2$ cancels from the reduced strength and the zero disappears from the series.
- **No dipole to the perturber column.** If $d_2=0$, then $q=K_{11}$ and the zero is at $x=0$. For small $K_{11}$ the profile is a dip, not a peak.
- **No direct dipole.** If $d_1=0$, the numerator is the constant $d_2^2K_{12}^2$. The perturber lends intensity to the series, and there is no zero at finite $x$. The zero (9) has moved to $x=\infty$, which is reached at the finite energies where $\cos\beta_2=0$, half a unit of $\nu_2$ from $\tan\beta_2=0$. There $a_2=0$, and a level at such an energy is dark.
- **Several Rydberg channels.** Eliminating a perturber $p$ leaves amplitudes $d_j-d_pK_{pj}/x$. For $d_p\ne0$ their zeros, at $x=K_{pj}d_p/d_j$, coincide only if $K_{pj}/d_j$ is the same for all $j$. A common zero of these separate amplitudes is therefore not general. A bound line, however, has the single amplitude $\sum_ja_j(d_j-d_pK_{pj}/x)$. Its vanishing is one condition, so tuning one parameter can still make a line dark, with the separate terms cancelling.

## 8. A model with two core states

Take $V_{ij}$ to contain $-\delta_{ij}/r-v_{ij}e^{-(r/w)^2}$, with $v_{11}=v_{22}=0.3$ and $v_{12}=0.2$ hartree, and $w=1.5$ bohr. The initial state is the lowest s state, at $-0.7097$ hartree; the final states have $l=1$. The two core states have equal parity, so the dipole operator acts on the outer electron alone. The first threshold is zero. The second, $I_2=0.12259$ hartree, is set so that the uncoupled perturber lies at $-0.013$ hartree.

Energies and strengths from diagonalising the full coupled Hamiltonian were tested against the formulas above for nine levels. The largest relative difference in the norm is $1\times10^{-6}$, in both forms (4) and (5).

**One level in detail.** At $\nu_1=6.281$, $\nu_2=1.923$, the amplitudes, scaled to $\sum_\alpha A_\alpha^2=1$, are $A=(0.7747,-0.6323)$. The eigenchannel dipoles are $D=(0.2042,1.0617)$ bohr/hartree$^{1/2}$. Thus

$$\sum_\alpha D_\alpha A_\alpha=0.15816-0.67132=-0.51316 .$$

The three parts of (5) are $17.1484$, $-0.0151$ and $0.0168$ hartree$^{-1}$, with sum $N^2=17.150$ hartree$^{-1}$. The excitation energy is $-0.012674+0.709718=0.697044$ hartree, and

$$f=\frac{2(0.69704)(0.5132)^2}{17.150}=0.0214 .$$

The two derivative terms nearly cancel here. Keeping $d\mu_\alpha/dE$ without the rotation would give $17.133$, a worse value than dropping both. This cancellation is particular to this level: for seven of the nine levels keeping $d\mu_\alpha/dE$ alone is the closer approximation, and the largest error of either truncation is about $0.1\%$.

**Which norm is needed?** For this level $d\mu_{\rm eff}/dE=163$ hartree$^{-1}$, while $\nu_1^3=248$ hartree$^{-1}$. Using $\nu_1^3$ alone in the reduced strength would overestimate $f$ by the factor $(248+163)/248=1.66$. With both channels retained, omitting $dK/dE$ changes the norm by at most $0.09\%$ among the nine levels. In this model $\nu_1^3$ alone is inadequate: one needs either the multichannel norm or, with the perturber eliminated, the term $d\mu_{\rm eff}/dE$ in (7). With both channels retained, $dK/dE$ is a small correction. A $K$ with sharper energy dependence would require a new assessment.

The ratio $163/(248+163)=0.40$ also agrees with the directly computed channel-2 weight, $0.398$. The reason is (7): its $\nu_1^3$ part is the channel-1 term of (4), so the rest is the channel-2 term plus the small $dK/dE$ term. Repeating section 3 with the derivative taken with respect to $I_2$ at fixed $E$ gives the norm contained in channel 2 as $\nu_2^3a_2^2/\cos^2\beta_2-a^T(\partial K/\partial I_2)a/\pi$. The channel-2 term therefore measures the channel-2 weight up to a short-range correction, here about $0.1\%$ of the norm.

## 9. Reading the nearly dark line

Across the perturber the strengths change as follows:

| $\nu_1$ | channel-2 weight | $f$ |
|---:|---:|---:|
| 5.694 | 0.294 | $3.99\times10^{-2}$ |
| 6.281 | 0.398 | $2.14\times10^{-2}$ |
| 7.056 | 0.097 | $1.01\times10^{-3}$ |
| 8.001 | 0.030 | $1.99\times10^{-6}$ |
| 8.982 | 0.013 | $9.98\times10^{-5}$ |

The perturber is shared mainly by two levels, yet the weakest line is farther up the series. The profile centre is at $-0.01338$ hartree, with half-width $0.00165$ hartree. At the zero, $K_{12}=0.2049$ and $d_2/d_1=0.6817$, so (9) requires $x=0.1397$. This occurs at $-0.00798$ hartree, or $\nu_1=7.917$; the photon energy is $0.7017$ hartree, or $19.10$ eV. Since $q=-3.31$, the zero lies above the centre by about three half-widths.

The level at $\nu_1=8.001$ misses the zero by $1.7\times10^{-4}$ hartree and therefore keeps a small strength. How far can that strength be trusted? Near the zero $f$ varies as the square of this distance. Differentiating (9) at fixed $K$ gives

$$\delta E_{\rm zero}\approx\frac{K_{12}\,\delta(d_2/d_1)}{dx/dE}.$$

At the zero $\nu_2=1.957$, so $dx/dE\approx\pi\nu_2^3/\cos^2\beta_2\approx24$ hartree$^{-1}$. A $1\%$ change in $d_2/d_1$ then moves the zero by about $6\times10^{-5}$ hartree, roughly a third of the distance to the level. The strength changes by a factor of about $0.4$ or $1.8$, depending on the sign. For an error of this size the line stays very weak, although its precise strength is uncertain. A larger error, for instance in the position of the perturber, can move the zero well into the gap between two levels. The minimum then fills in but does not disappear. Raising $I_2$ by $1.0\times10^{-3}$ hartree lifts the weakest strength to $2.7\times10^{-5}$, more than ten times the value in the table, yet the two lines next to the zero still carry only about $2\%$ of the background strength $2(E_n-E_0)d_1^2/[(1+K_{11}^2)\nu_1^3]$. A weak region of the series is a robust prediction here; the strength of its weakest line is not.

**Making the line dark.** Raising $I_2$ by $1.758\times10^{-4}$ hartree makes this line vanish to numerical precision in the direct diagonalisation. The level is then at $-0.0078046$ hartree, and the zero predicted from $K$ and $d$ agrees to all printed digits. Its neighbours keep strengths of $1.2\times10^{-3}$ and $8.5\times10^{-5}$.

Tuning works because the zero and the level respond differently. The zero follows the perturber and moves by $1.73\times10^{-4}$ hartree, almost the full shift. For a normalised level, $dE_n/dI_2$ is its channel-2 weight, since $I_2$ multiplies the projector on that channel. With a weight of $0.03$, the level should move by about $5\times10^{-6}$ hartree, as it does. The zero therefore sweeps across a nearly stationary level. The remaining levels and error measures are in the numerical output.

## Values computed for the example and the checks

```
well depths 11, 22; coupling 12 (hartree): 0.3 0.3 0.2
Gaussian width, matching radius (bohr): 1.5 8.0
bare perturber energy (hartree): -0.013
second threshold I2 (hartree): 0.122588
initial energy E0 (hartree): -0.709718
initial-state weight in channel 2: 0.2489
sum of all oscillator strengths: 1.00000000
levels: nu1 | E (hartree) | channel-2 weight | N2 (1/hartree), |A|=1
  4.8452 | -0.0212980 | 0.0668 | 53.903
  5.6941 | -0.0154212 | 0.2939 | 21.568
  6.2809 | -0.0126743 | 0.3983 | 17.150
  7.0558 | -0.0100433 | 0.0974 | 63.147
  8.0013 | -0.0078099 | 0.0295 | 172.021
  8.9815 | -0.0061983 | 0.0132 | 324.222
  9.9717 | -0.0050284 | 0.0073 | 515.717
  10.9659 | -0.0041579 | 0.0045 | 749.604
  11.9622 | -0.0034942 | 0.0031 | 1030.424
strengths: nu1 | f direct | f MQDT | dmu_eff/dE, reduced f (1/hartree)
  4.8452 | 2.9292e-02 | 2.9292e-02 | 8.052, 3.56778
  5.6941 | 3.9907e-02 | 3.9907e-02 | 76.324, 10.41341
  6.2809 | 2.1405e-02 | 2.1405e-02 | 163.279, 8.79894
  7.0558 | 1.0054e-03 | 1.0054e-03 | 37.861, 0.39125
  8.0013 | 1.9945e-06 | 1.9945e-06 | 15.570, 0.00105
  8.9815 | 9.9782e-05 | 9.9782e-05 | 9.697, 0.07326
  9.9717 | 1.5049e-04 | 1.5049e-04 | 7.279, 0.15031
  10.9659 | 1.5679e-04 | 1.5679e-04 | 6.021, 0.20769
  11.9622 | 1.4535e-04 | 1.4535e-04 | 5.268, 0.24957
worked level, nu1 and nu2: 6.28092 1.92264
  K11 K12 K22: 0.28866 0.20545 0.27600
  dK11 dK12 dK22 (1/hartree): -0.1495 -0.1138 -0.0225
  eigen quantum defects: 0.02439 0.14448
  U row 1: 0.69613 0.71791; row 2: -0.71791 0.69613
  A: 0.77472 -0.63231
  D (bohr/sqrt(hartree)): 0.20415 1.06169
  N2 parts nu^3, mu', rotation (1/hartree): 17.1484 -0.0151 0.0168
  N2 formula, direct (1/hartree): 17.15006 17.15005
  oscillator strength: 0.021405
largest relative norm error, K form: 9.7e-07
largest relative norm error, eigenchannel form: 9.7e-07
largest relative norm error without dK/dE: 8.83e-04
largest level error (hartree): 1.2e-12
largest error of f: 1.1e-09; of profile (1/hartree): 2.9e-07
profile centre, half-width (hartree): -0.013384 0.001646
profile zero (hartree): -0.007978; nu1 there: 7.9168
photon energy at zero: 0.701740 hartree = 19.0953 eV
at zero: q = -3.3145, K12 = 0.20492, d2/d1 = 0.68167
tuning: nu1 of chosen level before: 8.0013
  threshold shift (hartree): 0.0001758
  level, predicted zero (hartree): -0.00780456 -0.00780456
  f before, after: 1.995e-06 2.2e-24
  f of lower, upper neighbour after: 1.244e-03 8.534e-05
```
